**Silicon intervalley scattering: one-valley mass versus six-valley mass**

The rate into $Z$ final valleys is proportional to $Z D^2 m_d^{3/2}$, where $D$ is the coupling constant and $m_d=(m_l m_t^2)^{1/3}$ is the density-of-states mass of one valley with longitudinal mass $m_l$ and transverse mass $m_t$. Using the six-valley mass $m_6=6^{2/3}m_d$ together with $Z$ makes the rate six times too large. The program asserts that the rate formula agrees with golden-rule sums over $k$ points in oriented ellipsoidal valleys, and that the mistaken rate is 6 times those sums within the stated tolerance. It also asserts the thermal oscillator matrix elements against a diagonalized Hamiltonian, and the mobility and effective density of states against three-dimensional $k$ sums. A root search confirms that scaling $D$ by $1/\sqrt6$ hides the mistake in the mobility. For a 100 meV electron at 300 K, the summed g and f rate is about $6.0\times10^{12}\ \mathrm{s^{-1}}$ with $m_d$ and $36\times10^{12}\ \mathrm{s^{-1}}$ with $m_6$. With an assumed background rate of $3\times10^{12}\ \mathrm{s^{-1}}$, the model mobility is about 1340 cm²/Vs with $m_d$ and 550 cm²/Vs with $m_6$.

## Verification by program

```python
"""Intervalley phonon scattering in silicon: which mass goes with the valley count?

Result under test, for Z final valleys and constant coupling D:
  rate = Z D^2 m_d^(3/2) sqrt(E_final) * occ / (sqrt(2) pi rho hbar^3 omega)
  m_d = (m_l m_t^2)^(1/3) is the density-of-states mass of ONE valley;
  occ = N+1 for emission, N for absorption (N: Bose occupation);
  rho = mass density, omega = phonon angular frequency.
The six-valley mass m_6 = 6^(2/3) m_d in this formula gives a rate 6 times too big.
Independent road: explicit sums over k in oriented ellipsoidal valleys.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HBAR, KB, QE, M0 = const.hbar, const.k, const.e, const.m_e
MEV = 1e-3 * QE

# Rough, rounded silicon parameters
M_L, M_T = 0.92 * M0, 0.19 * M0
RHO = 2330.0
ALPHA = 0.5 / QE                 # nonparabolicity, 0.5 per eV
LATTICE = 0.543e-9
VALLEY_POSITION = 0.85           # fraction of the distance Gamma to X
BACKGROUND = 3e12                # other momentum relaxation, 1/s
T_ROOM, T_HOT = 300.0, 400.0
E_START = 100 * MEV
# "dot" is the scalar product of the initial and final valley directions
MODES = {
    "g": dict(dot=-1, quantum=60 * MEV, coupling=1e9 * QE * 100),
    "f": dict(dot=0, quantum=50 * MEV, coupling=3e8 * QE * 100),
}
VALLEYS = [np.array(v) for v in
           [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)]]
START_VALLEY = VALLEYS[0]

M_D = (M_L * M_T**2) ** (1 / 3)
M_SIX = 6 ** (2 / 3) * M_D
M_C = 3 / (1 / M_L + 2 / M_T)


def final_valleys(mode):
    return [v for v in VALLEYS if int(START_VALLEY @ v) == mode["dot"]]


COUNT = {name: len(final_valleys(mode)) for name, mode in MODES.items()}


def bose(quantum, temp):
    return 1 / np.expm1(quantum / (KB * temp))


def dos_formula(energy, mass, alpha=0.0):
    """States per volume, energy and spin."""
    gamma = energy * (1 + alpha * energy)
    return (mass**1.5 * np.sqrt(gamma) * (1 + 2 * alpha * energy)
            / (np.sqrt(2) * np.pi**2 * HBAR**3))


def rate_parts(name, energy, temp, mass, count, alpha=0.0):
    """Emission and absorption rates from the derived formula."""
    mode = MODES[name]
    quantum = mode["quantum"]
    n_ph = bose(quantum, temp)
    front = count * np.pi * mode["coupling"]**2 / (RHO * quantum / HBAR)
    down = np.maximum(energy - quantum, 0.0)
    return (front * (n_ph + 1) * dos_formula(down, mass, alpha),
            front * n_ph * dos_formula(energy + quantum, mass, alpha))


def axis_masses(valley):
    return np.where(valley != 0, M_L, M_T)


def counted_dos(valley, energy, alpha=0.0):
    """One-valley density of states: sum of a narrow Gaussian over k points."""
    width = 0.05 * energy
    top = energy + 6 * width
    masses = axis_masses(valley)
    half = np.sqrt(2 * masses * top * (1 + alpha * top)) / HBAR
    step = np.sqrt(2 * M_T * energy) / HBAR / 30
    parts = []
    for mass, edge in zip(masses, half):
        n = int(np.ceil(edge / step))
        k = (np.arange(-n, n) + 0.5) * step
        parts.append((HBAR * k)**2 / (2 * mass))
    gamma = (parts[0][:, None, None] + parts[1][None, :, None]
             + parts[2][None, None, :])
    if alpha > 0:
        gamma = (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)
    weight = np.exp(-0.5 * ((gamma - energy) / width)**2)
    weight_sum = weight.sum() / (width * np.sqrt(2 * np.pi))
    return weight_sum * step**3 / (2 * np.pi)**3


def counted_rate(name, energy, temp, alpha=0.0):
    """Golden rule summed over the final states of every allowed valley."""
    mode = MODES[name]
    quantum = mode["quantum"]
    n_ph = bose(quantum, temp)
    square = HBAR * mode["coupling"]**2 / (2 * RHO * quantum / HBAR)
    total = 0.0
    for valley in final_valleys(mode):
        total += (n_ph + 1) * counted_dos(valley, energy - quantum, alpha)
        total += n_ph * counted_dos(valley, energy + quantum, alpha)
    return 2 * np.pi / HBAR * square * total


# Test: thermal oscillator matrix elements, by diagonalization (hbar = 1)
osc_mass, osc_freq, osc_kt = 3.0, 0.7, 0.7
x = np.linspace(-8, 8, 1601)
dx = x[1] - x[0]
diagonal = 1 / (osc_mass * dx**2) + 0.5 * osc_mass * osc_freq**2 * x**2
off = np.full(len(x) - 1, -0.5 / (osc_mass * dx**2))
levels, states = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 25))
position = states.T @ (x[:, None] * states)
prob = np.exp(-(levels - levels[0]) / osc_kt)
prob /= prob.sum()
up = sum(prob[n] * position[n + 1, n]**2 for n in range(25))
low = sum(prob[n] * position[n - 1, n]**2 for n in range(1, 26))
n_osc = 1 / np.expm1(osc_freq / osc_kt)
assert abs(up * 2 * osc_mass * osc_freq / (n_osc + 1) - 1) < 2e-3
assert abs(low * 2 * osc_mass * osc_freq / n_osc - 1) < 2e-3

# Test: six counted valleys together have the density of states of mass m_6
e_probe = 40 * MEV
six_dos = sum(counted_dos(v, e_probe) for v in VALLEYS)
mass_counted = (six_dos * np.sqrt(2) * np.pi**2 * HBAR**3
                / np.sqrt(e_probe)) ** (2 / 3)
assert abs(mass_counted / M_SIX - 1) < 2e-3

# Test: rates; Gaussian width biases the sums by about 3e-4
right, wrong, no_count, counted, curved = {}, {}, {}, {}, {}
for name in MODES:
    args = (name, E_START, T_ROOM)
    right[name] = sum(rate_parts(*args, M_D, COUNT[name]))
    wrong[name] = sum(rate_parts(*args, M_SIX, COUNT[name]))
    no_count[name] = sum(rate_parts(*args, M_SIX, 1))
    counted[name] = counted_rate(*args)
    curved[name] = counted_rate(*args, ALPHA)
    curved_formula = sum(rate_parts(*args, M_D, COUNT[name], ALPHA))
    assert abs(right[name] / counted[name] - 1) < 2e-3
    assert abs(wrong[name] / counted[name] - 6) < 0.012
    assert abs(no_count[name] / counted[name] - 6 / COUNT[name]) < 0.012
    assert abs(curved_formula / curved[name] - 1) < 3e-3


def relaxation_time(energy, temp, mass, scale=1.0):
    """Momentum relaxation time; scale multiplies both couplings D."""
    total = BACKGROUND
    for name in MODES:
        total = total + scale**2 * sum(
            rate_parts(name, energy, temp, mass, COUNT[name]))
    return 1 / total


def mobility(temp, mass, scale=1.0):
    kt = KB * temp
    kinks = [mode["quantum"] / kt for mode in MODES.values()]
    top = quad(lambda u: relaxation_time(u * kt, temp, mass, scale)
               * u**1.5 * np.exp(-u), 0, 40, points=kinks, limit=200)[0]
    bottom = quad(lambda u: u**1.5 * np.exp(-u), 0, 40, limit=200)[0]
    return QE * top / bottom / M_C


def thermal_k_sums(temp, mass, n=45):
    """Mobility along x and N_c from sums over k in all six valleys."""
    kt = KB * temp
    current = density = 0.0
    for valley in VALLEYS[::2]:              # opposite valleys are equal
        masses = axis_masses(valley)
        steps = np.sqrt(2 * masses * 18 * kt) / HBAR / n
        index = np.arange(-n, n) + 0.5
        parts = [(HBAR * index * s)**2 / (2 * m) for s, m in zip(steps, masses)]
        energy = (parts[0][:, None, None] + parts[1][None, :, None]
                  + parts[2][None, None, :])
        fill = np.exp(-energy / kt)
        vx_squared = (2 * parts[0] / masses[0])[:, None, None]
        cell = 2 * 2 * np.prod(steps) / (2 * np.pi)**3   # spin, valley pair
        current += cell * (vx_squared * fill
                           * relaxation_time(energy, temp, mass)).sum()
        density += cell * fill.sum()
    return QE * current / (kt * density), density


mu_right = mobility(T_ROOM, M_D)
mu_wrong = mobility(T_ROOM, M_SIX)
mu_sum, nc_sum = thermal_k_sums(T_ROOM, M_D)
mu_wrong_sum, _ = thermal_k_sums(T_ROOM, M_SIX)
n_c = 2 * (M_SIX * KB * T_ROOM / (2 * np.pi * HBAR**2))**1.5
assert abs(mu_sum / mu_right - 1) < 3e-3
assert abs(mu_wrong_sum / mu_wrong - 1) < 3e-3
assert abs(nc_sum / n_c - 1) < 1e-3

# Test: the coupling scale that hides the mistake, by root search
refit = brentq(lambda s: mobility(T_ROOM, M_SIX, s) / mu_right - 1, 0.1, 1.0)
assert abs(refit * np.sqrt(6) - 1) < 1e-4

# Sizes of neglected effects
total_right = sum(right.values())
total_hot = sum(sum(rate_parts(n, E_START, T_HOT, M_D, COUNT[n])) for n in MODES)
curved_ratio = sum(curved.values()) / sum(counted.values())
k_to_edge = (1 - VALLEY_POSITION) * 2 * np.pi / LATTICE
edge_energy = (HBAR * k_to_edge)**2 / (2 * M_L)


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("longitudinal mass m_l", M_L / M0, "m0")
show("transverse mass m_t", M_T / M0, "m0")
show("one-valley mass m_d", M_D / M0, "m0")
show("six-valley mass m_6", M_SIX / M0, "m0")
show("m_6 from counted states", mass_counted / M0, "m0")
show("conductivity mass m_c", M_C / M0, "m0")
show("mass density", RHO, "kg/m3", ".0f")
show("electron energy", E_START / MEV, "meV", ".0f")
show("temperature", T_ROOM, "K", ".0f")
for name, mode in MODES.items():
    em, ab = rate_parts(name, E_START, T_ROOM, M_D, COUNT[name])
    show(f"{name}: final valleys", COUNT[name], "", "d")
    show(f"{name}: phonon energy", mode["quantum"] / MEV, "meV", ".0f")
    show(f"{name}: coupling D", mode["coupling"] / QE / 100, "eV/cm", ".1e")
    show(f"{name}: phonon occupation N", bose(mode["quantum"], T_ROOM))
    show(f"{name}: emission rate", em / 1e12, "1e12/s")
    show(f"{name}: absorption rate", ab / 1e12, "1e12/s")
    show(f"{name}: correct total", right[name] / 1e12, "1e12/s")
    show(f"{name}: total from k sum", counted[name] / 1e12, "1e12/s")
    show(f"{name}: mistaken total (m_6 and Z)", wrong[name] / 1e12, "1e12/s")
    show(f"{name}: mistaken / k sum", wrong[name] / counted[name])
    show(f"{name}: (m_6, no Z) / k sum", no_count[name] / counted[name])
show("g+f correct rate", total_right / 1e12, "1e12/s")
show("g+f mistaken rate", sum(wrong.values()) / 1e12, "1e12/s")
show("assumed background rate", BACKGROUND / 1e12, "1e12/s", ".1f")
show("mobility, correct", mu_right * 1e4, "cm2/Vs", ".0f")
show("mobility, correct, from k sum", mu_sum * 1e4, "cm2/Vs", ".0f")
show("mobility, mistaken", mu_wrong * 1e4, "cm2/Vs", ".0f")
show("mobility ratio correct/mistaken", mu_right / mu_wrong, "", ".2f")
show("D scale that hides the mistake", refit)
show("N_c with m_6", n_c / 1e6, "cm^-3", ".2e")
show("N_c from k sum", nc_sum / 1e6, "cm^-3", ".2e")
show("nonparabolicity parameter", ALPHA * QE, "1/eV", ".1f")
show("g+f rate, nonparabolic/parabolic", curved_ratio)
show(f"g+f rate, {T_HOT:.0f} K / {T_ROOM:.0f} K", total_hot / total_right)
show("collision broadening hbar*rate", HBAR * total_right / MEV, "meV", ".2f")
show("n/N_c at n = 1e18 cm^-3", 1e24 / n_c)
show("n/N_c at n = 1e20 cm^-3", 1e26 / n_c, "", ".2f")
show("ellipsoid reaches zone edge at", edge_energy / MEV, "meV", ".0f")
print("PASS")
```

It prints:

```
longitudinal mass m_l: 0.920 m0
transverse mass m_t: 0.190 m0
one-valley mass m_d: 0.321 m0
six-valley mass m_6: 1.061 m0
m_6 from counted states: 1.061 m0
conductivity mass m_c: 0.258 m0
mass density: 2330 kg/m3
electron energy: 100 meV
temperature: 300 K
g: final valleys: 1
g: phonon energy: 60 meV
g: coupling D: 1.0e+09 eV/cm
g: phonon occupation N: 0.109
g: emission rate: 3.262 1e12/s
g: absorption rate: 0.641 1e12/s
g: correct total: 3.903 1e12/s
g: total from k sum: 3.902 1e12/s
g: mistaken total (m_6 and Z): 23.418 1e12/s
g: mistaken / k sum: 6.002
g: (m_6, no Z) / k sum: 6.002
f: final valleys: 4
f: phonon energy: 50 meV
f: coupling D: 3.0e+08 eV/cm
f: phonon occupation N: 0.169
f: emission rate: 1.661 1e12/s
f: absorption rate: 0.416 1e12/s
f: correct total: 2.077 1e12/s
f: total from k sum: 2.076 1e12/s
f: mistaken total (m_6 and Z): 12.462 1e12/s
f: mistaken / k sum: 6.002
f: (m_6, no Z) / k sum: 1.500
g+f correct rate: 5.980 1e12/s
g+f mistaken rate: 35.880 1e12/s
assumed background rate: 3.0 1e12/s
mobility, correct: 1336 cm2/Vs
mobility, correct, from k sum: 1336 cm2/Vs
mobility, mistaken: 546 cm2/Vs
mobility ratio correct/mistaken: 2.45
D scale that hides the mistake: 0.408
N_c with m_6: 2.74e+19 cm^-3
N_c from k sum: 2.74e+19 cm^-3
nonparabolicity parameter: 0.5 1/eV
g+f rate, nonparabolic/parabolic: 1.080
g+f rate, 400 K / 300 K: 1.242
collision broadening hbar*rate: 3.94 meV
n/N_c at n = 1e18 cm^-3: 0.036
n/N_c at n = 1e20 cm^-3: 3.64
ellipsoid reaches zone edge at: 125 meV
PASS
```
